# Degeneracy of the Phillips-Kleinman Operator and Selection of a Pseudo-Orbital: a program that tests the result

```python
"""Phillips-Kleinman (PK) operator: lowest level and its degeneracy.

Result under test: in one symmetry channel of a one-electron operator F with
core levels e_c, valence level e_v and all other levels above e_v, the operator
    H_PK = F + sum_c (e_v - e_c) |c><c|
has lowest eigenvalue e_v, with eigenspace span{core functions, valence}.
An extra condition is needed to select one pseudo-orbital from that space.

F is the Fock operator of closed-shell Na+; its virtual orbitals are the
frozen-core Hartree-Fock valence orbitals of the Na atom.
S: overlap, T: kinetic energy, R: 1/r. Hartree atomic units.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- Na+ Hartree-Fock in an even-tempered Gaussian basis ----------
basis_plan = {0: (0.004, 2.3, 20), 1: (0.006, 2.4, 13), 2: (0.010, 2.6, 5)}
shells = [[l, [start * ratio**k, 1.0]]
          for l, (start, ratio, count) in basis_plan.items()
          for k in range(count)]
mol = gto.M(atom="Na 0 0 0", charge=1, spin=0, basis={"Na": shells}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.conv_tol_grad = 1e-7
mf.max_cycle = 100
energy_ion = mf.kernel()
assert mf.converged
density_core = mf.make_rdm1()
fock_full = mf.get_hcore() + mf.get_veff(mol, density_core)
overlap_full = mol.intor("int1e_ovlp")
kinetic_full = mol.intor("int1e_kin")
inverse_r_full = -mol.intor("int1e_nuc") / mol.atom_charge(0)


def channel_indices(l):
    """Basis functions of angular momentum l, first m component only."""
    loc = mol.ao_loc_nr()
    return np.array([i for sh in range(mol.nbas) if mol.bas_angular(sh) == l
                     for i in range(loc[sh], loc[sh + 1], 2 * l + 1)])


def block(matrix, idx):
    return matrix[np.ix_(idx, idx)]


def pk_operator(F, S, core, core_energies, shift_energy):
    """F + sum_c (shift_energy - e_c)|c><c| as a matrix in the basis."""
    SC = S @ core
    return F + (SC * (shift_energy - core_energies)) @ SC.T


idx_s, idx_p, idx_d = (channel_indices(l) for l in (0, 1, 2))
Fs, Ss = block(fock_full, idx_s), block(overlap_full, idx_s)
Fp, Sp = block(fock_full, idx_p), block(overlap_full, idx_p)
Ts, Rs = block(kinetic_full, idx_s), block(inverse_r_full, idx_s)
es, Cs = eigh(Fs, Ss)
ep, Cp = eigh(Fp, Sp)
ed = eigh(block(fock_full, idx_d), block(overlap_full, idx_d),
          eigvals_only=True)
e3s, e3p = es[2], ep[1]

# ---------- one operator serves core and valence: energy of adding 3s -------
valence_full = np.zeros(mol.nao)
valence_full[idx_s] = Cs[:, 2]
density_pair = np.array([density_core / 2 + np.outer(valence_full, valence_full),
                         density_core / 2])
energy_atom = scf.UHF(mol).energy_elec(density_pair)[0]
assert abs((energy_atom - energy_ion) - e3s) < 1e-6

# ---------- lowest level and degeneracy in the s and p channels -------------
Hs = pk_operator(Fs, Ss, Cs[:, :2], es[:2], e3s)
Hp = pk_operator(Fp, Sp, Cp[:, :1], ep[:1], e3p)
pk_s, vec_s = eigh(Hs, Ss)
pk_p = eigh(Hp, Sp, eigvals_only=True)
assert np.allclose(pk_s[:3], e3s, atol=1e-6, rtol=0)
assert np.allclose(pk_p[:2], e3p, atol=1e-6, rtol=0)
assert np.allclose(pk_s[3:6], es[3:6], atol=1e-6, rtol=0)
assert np.allclose(pk_p[2:5], ep[2:5], atol=1e-6, rtol=0)
assert pk_s[3] - e3s > 0.01 and pk_p[2] - e3p > 0.01
# the eigenspace found by diagonalization is the span of 1s, 2s, 3s
principal_cosines = np.linalg.svd(Cs[:, :3].T @ Ss @ vec_s[:, :3],
                                  compute_uv=False)
assert np.allclose(principal_cosines, 1.0, atol=1e-6)

# an arbitrary mixture solves the same eigenvalue equation
mixture = Cs[:, 2] + 0.3 * Cs[:, 0] - 0.7 * Cs[:, 1]
residual = Hs @ mixture - e3s * (Ss @ mixture)
assert np.sqrt(abs(residual @ np.linalg.solve(Ss, residual))) < 1e-5

# ---------- shift energy taken from the other channel -----------------------
wrong_p, wrong_p_vec = eigh(pk_operator(Fp, Sp, Cp[:, :1], ep[:1], e3s), Sp)
wrong_s, wrong_s_vec = eigh(pk_operator(Fs, Ss, Cs[:, :2], es[:2], e3p), Ss)
weight_2p = (Cp[:, 0] @ Sp @ wrong_p_vec[:, 0])**2
weight_3s = (Cs[:, 2] @ Ss @ wrong_s_vec[:, 0])**2
assert np.allclose(wrong_p[:2], [e3s, e3p], atol=1e-6, rtol=0)
assert np.allclose(wrong_s[:3], [e3s, e3p, e3p], atol=1e-6, rtol=0)
assert abs(weight_2p - 1) < 1e-6 and abs(weight_3s - 1) < 1e-6

# ---------- inexact core: 2s rotated slightly towards 3s --------------------
theta = 0.01
rotated = Cs[:, :2].copy()
rotated[:, 1] = np.cos(theta) * Cs[:, 1] + np.sin(theta) * Cs[:, 2]
split, split_vec = eigh(pk_operator(Fs, Ss, rotated, es[:2], e3s), Ss)
splitting = (e3s - es[1]) * np.sin(theta)
assert np.allclose(split[:3], [e3s - splitting, e3s, e3s + splitting],
                   atol=1e-6, rtol=0)
weight_split = (Cs[:, 2] @ Ss @ split_vec[:, 0])**2
assert abs(weight_split - (1 - np.sin(theta)) / 2) < 1e-5


# ---------- extra conditions that select one pseudo-orbital -----------------
def select(A):
    """Minimize <chi|A|chi> over normalized chi in span{1s, 2s, 3s}."""
    values, vectors = eigh(Cs[:, :3].T @ A @ Cs[:, :3])
    b = vectors[:, 0] * np.sign(vectors[2, 0])
    assert values[1] - values[0] > 1e-2 and b[2] > 0.1
    return values, b, Cs[:, :3] @ b


kin_values, b_kin, chi_kin = select(Ts)
inv_values, b_inv, chi_inv = select(Rs)
overlap_choices = chi_kin @ Ss @ chi_inv
assert abs(overlap_choices) < 1 - 1e-5      # the conditions really differ

# a weak term lam*A in the full basis selects the same orbital
lam = 1e-4
perturbed_overlaps = []
for A, chi in ((Ts, chi_kin), (Rs, chi_inv)):
    lowest = eigh(Hs + lam * A, Ss)[1][:, 0]
    perturbed_overlaps.append(abs(lowest @ Ss @ chi))
assert min(perturbed_overlaps) > 1 - 1e-4   # leftover is of order lam squared


# ---------- radial shape ----------------------------------------------------
def radial_values(coefficients, radii):
    points = np.zeros((len(radii), 3))
    points[:, 2] = radii
    return mol.eval_gto("GTOval_sph", points)[:, idx_s] @ coefficients


def count_nodes(coefficients):
    values = radial_values(coefficients, np.geomspace(1e-3, 12.0, 4000))
    return int(np.sum(values[1:] * values[:-1] < 0))


tail_radius = np.array([6.0])
phi3s = Cs[:, 2]
tail_3s = radial_values(phi3s, tail_radius)[0]
tail_ratio_kin = radial_values(chi_kin, tail_radius)[0] / tail_3s
tail_ratio_inv = radial_values(chi_inv, tail_radius)[0] / tail_3s
assert abs(tail_ratio_kin - b_kin[2]) < 2e-3
assert abs(tail_ratio_inv - b_inv[2]) < 2e-3
nodes_3s = count_nodes(phi3s)
assert nodes_3s == 2

# ---------- output ----------------------------------------------------------
for l, name in ((0, "s"), (1, "p"), (2, "d")):
    start, ratio, count = basis_plan[l]
    print(f"basis {name}: {count} Gaussians, smallest exponent {start} bohr^-2,"
          f" ratio {ratio}")
print(f"Na+ Hartree-Fock energy = {energy_ion:.5f} hartree")
print(f"E(frozen-core Na) - E(Na+) = {energy_atom - energy_ion:.6f} hartree")
print("F, s channel, 1s 2s 3s 4s (hartree):", *[f"{x:.6f}" for x in es[:4]])
print("F, p channel, 2p 3p 4p (hartree):", *[f"{x:.6f}" for x in ep[:3]])
print(f"F, d channel, 3d (no core) = {ed[0]:.6f} hartree")
print(f"e_3s = {e3s * HARTREE_EV:.4f} eV, e_3p = {e3p * HARTREE_EV:.4f} eV")
print(f"shift of 1s = {e3s - es[0]:.6f} hartree")
print(f"shift of 2s = {e3s - es[1]:.6f} hartree")
print(f"shift of 2p = {e3p - ep[0]:.6f} hartree")
print("H_PK, s channel, lowest 4 (hartree):", *[f"{x:.6f}" for x in pk_s[:4]])
print("H_PK, p channel, lowest 3 (hartree):", *[f"{x:.6f}" for x in pk_p[:3]])
print("p channel shifted to e_3s, lowest 2 (hartree):",
      *[f"{x:.6f}" for x in wrong_p[:2]])
print(f"  weight of 2p in its lowest state = {weight_2p:.6f}")
print("s channel shifted to e_3p, lowest 4 (hartree):",
      *[f"{x:.6f}" for x in wrong_s[:4]])
print(f"  weight of 3s in its lowest state = {weight_3s:.6f}")
print(f"inexact core: rotation angle = {theta} rad,"
      f" predicted splitting = +-{splitting:.6f} hartree")
print("  lowest 3 levels (hartree):", *[f"{x:.6f}" for x in split[:3]])
print(f"  weight of 3s in its lowest state = {weight_split:.4f}")
for label, b, chi, ratio in (
        ("least kinetic energy", b_kin, chi_kin, tail_ratio_kin),
        ("least <1/r>", b_inv, chi_inv, tail_ratio_inv)):
    print(f"condition: {label}")
    print(f"  a_1s = {b[0] / b[2]:.5f}, a_2s = {b[1] / b[2]:.5f},"
          f" b_v = {b[2]:.5f}")
    print(f"  <T> = {chi @ Ts @ chi:.5f} hartree,"
          f" <1/r> = {chi @ Rs @ chi:.5f} bohr^-1")
    print(f"  <H_PK> = {chi @ Hs @ chi:.6f} hartree,"
          f" nodes (0.001 to 12 bohr) = {count_nodes(chi)}")
    print(f"  ratio to 3s at 6 bohr = {ratio:.5f}")
print(f"true 3s: <T> = {phi3s @ Ts @ phi3s:.5f} hartree,"
      f" <1/r> = {phi3s @ Rs @ phi3s:.5f} bohr^-1, nodes = {nodes_3s}")
print("stationary <T> in the eigenspace (hartree):",
      *[f"{x:.5f}" for x in kin_values])
print("stationary <1/r> in the eigenspace (bohr^-1):",
      *[f"{x:.5f}" for x in inv_values])
print(f"overlap of the two pseudo-orbitals = {overlap_choices:.6f}")
print(f"weak selecting term: lam = {lam}, overlaps with the minimizers ="
      f" {perturbed_overlaps[0]:.7f} {perturbed_overlaps[1]:.7f}")
sign = np.sign(tail_3s)
print("r (bohr): 3s, least-T, least-1/r orbital values (bohr^-3/2)")
for r in (0.01, 0.1, 0.3, 0.6, 1.0, 2.0, 3.0, 6.0):
    row = [sign * radial_values(c, np.array([r]))[0]
           for c in (phi3s, chi_kin, chi_inv)]
    print(f"  {r:5.2f}:", *[f"{x:10.5f}" for x in row])
print("tests ok")
```

It prints:

```
basis s: 20 Gaussians, smallest exponent 0.004 bohr^-2, ratio 2.3
basis p: 13 Gaussians, smallest exponent 0.006 bohr^-2, ratio 2.4
basis d: 5 Gaussians, smallest exponent 0.01 bohr^-2, ratio 2.6
Na+ Hartree-Fock energy = -161.67507 hartree
E(frozen-core Na) - E(Na+) = -0.181802 hartree
F, s channel, 1s 2s 3s 4s (hartree): -40.759514 -3.073746 -0.181802 -0.070104
F, p channel, 2p 3p 4p (hartree): -1.797174 -0.109435 -0.050272
F, d channel, 3d (no core) = -0.055563 hartree
e_3s = -4.9471 eV, e_3p = -2.9779 eV
shift of 1s = 40.577712 hartree
shift of 2s = 2.891943 hartree
shift of 2p = 1.687739 hartree
H_PK, s channel, lowest 4 (hartree): -0.181802 -0.181802 -0.181802 -0.070104
H_PK, p channel, lowest 3 (hartree): -0.109435 -0.109435 -0.050272
p channel shifted to e_3s, lowest 2 (hartree): -0.181802 -0.109435
  weight of 2p in its lowest state = 1.000000
s channel shifted to e_3p, lowest 4 (hartree): -0.181802 -0.109435 -0.109435 -0.070104
  weight of 3s in its lowest state = 1.000000
inexact core: rotation angle = 0.01 rad, predicted splitting = +-0.028919 hartree
  lowest 3 levels (hartree): -0.210721 -0.181802 -0.152883
  weight of 3s in its lowest state = 0.4950
condition: least kinetic energy
  a_1s = 0.02349, a_2s = -0.22717, b_v = 0.97490
  <T> = 0.06029 hartree, <1/r> = 0.30506 bohr^-1
  <H_PK> = -0.181802 hartree, nodes (0.001 to 12 bohr) = 0
  ratio to 3s at 6 bohr = 0.97485
condition: least <1/r>
  a_1s = -0.00765, a_2s = -0.09752, b_v = 0.99525
  <T> = 0.09460 hartree, <1/r> = 0.28255 bohr^-1
  <H_PK> = -0.181802 hartree, nodes (0.001 to 12 bohr) = 2
  ratio to 3s at 6 bohr = 0.99523
true 3s: <T> = 0.26431 hartree, <1/r> = 0.30062 bohr^-1, nodes = 2
stationary <T> in the eigenspace (hartree): 0.06029 1.88405 61.43169
stationary <1/r> in the eigenspace (bohr^-1): 0.28255 1.59310 10.89898
overlap of the two pseudo-orbitals = 0.991588
weak selecting term: lam = 0.0001, overlaps with the minimizers = 1.0000000 1.0000000
r (bohr): 3s, least-T, least-1/r orbital values (bohr^-3/2)
   0.01:    0.64592    0.07738    0.08737
   0.10:    0.19996    0.04821    0.01633
   0.30:   -0.08096    0.05558   -0.03619
   0.60:   -0.07136    0.05304   -0.01802
   1.00:   -0.00426    0.04875    0.01892
   2.00:    0.04986    0.05329    0.05168
   3.00:    0.04705    0.04626    0.04700
   6.00:    0.01496    0.01459    0.01489
tests ok
```
